# Apparent Hall density of two parallel electron layers

## The problem

A semiconductor structure holds two conducting electron layers, one above the other. Layer 1 has sheet density $n_1$ and drift mobility $\mu_1$; layer 2 has $n_2$ and $\mu_2$, with $\mu_1>\mu_2>0$ and both densities positive. The layers are contacted in parallel, and a Hall bar is measured as if it held a single layer.

The current flows along $x$, the magnetic field $B>0$ points along $z$, and the electron charge is $-e$. No net current flows along $y$. With $J_x$ the total sheet current density (current per unit width), the Hall coefficient and the apparent density are defined by

$$R_H=\frac{E_y}{J_xB},\qquad n_H=-\frac{1}{eR_H}.$$

The minus sign makes $n_H$ positive for electrons.

Assume that each layer is isotropic and has a single relaxation time, that Landau quantization plays no part, and that both layers feel the same in-plane field $(E_x,E_y)$. The last assumption requires the layers to be electrically connected, so that charge can pass between them near the edges of the bar. The region where it passes is taken to be narrow compared with the width.

(a) Find $n_H$ to leading order in a weak field.

(b) Compare it with the total density $n=n_1+n_2$, and with $n_1$ alone.

(c) Explain the outcome through the forces on the electrons.

(d) Evaluate everything for $n_1=1\times10^{12}$ cm$^{-2}$, $\mu_1=8000$ cm$^2$/(V s), $n_2=2\times10^{12}$ cm$^{-2}$, $\mu_2=1000$ cm$^2$/(V s) and $B=0.1$ T. These are round model parameters.

## Hints

**Hint 1.** Write the steady-state force balance for one layer. At $B=0$ there is no transverse field, so $E_y$ is itself of first order in $B$. This tells you which terms to drop.

**Hint 2.** The condition of zero transverse current applies to the sum over both layers. Do not impose it on each layer separately.

**Hint 3.** For the comparison in (b), put the difference over a common denominator and expand. Most terms cancel.

**Hint 4.** For (c), insert the Hall field you found back into the transverse current of one layer.

## Solution

### (a) The apparent density

In a steady state the electric and magnetic forces on an electron balance the friction force $-m\mathbf v/\tau$, where $m$ is the effective mass and $\tau$ the relaxation time:

$$-e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}=0
\quad\Rightarrow\quad
\mathbf v=-\mu(\mathbf E+\mathbf v\times\mathbf B),\qquad \mu=\frac{e\tau}{m}.$$

With $\mathbf B$ along $z$, $\mathbf v\times\mathbf B=(v_yB,\,-v_xB)$, so in layer $i$

$$v_{ix}=-\mu_i(E_x+v_{iy}B),\qquad v_{iy}=-\mu_i(E_y-v_{ix}B).$$

Since $E_y$ is of first order in $B$, so is $v_{iy}$. The product $v_{iy}B$ is then of second order and is dropped, which leaves $v_{ix}=-\mu_iE_x$. Inserting this in the second equation gives

$$v_{iy}=-\mu_iE_y+\mu_iB(-\mu_iE_x)=-\mu_i(E_y+\mu_iBE_x).$$

The sheet current density is $-en_i\mathbf v_i$, and the two minus signs cancel:

$$J_{ix}=en_i\mu_iE_x,\qquad J_{iy}=en_i\mu_i(E_y+\mu_iBE_x).$$

Two sums will occur throughout:

$$S_1=n_1\mu_1+n_2\mu_2,\qquad S_2=n_1\mu_1^2+n_2\mu_2^2.$$

Setting the total transverse current to zero gives $S_1E_y+S_2BE_x=0$, hence

$$E_y=-\mu_HBE_x,\qquad \mu_H=\frac{S_2}{S_1}.$$

The quantity $\mu_H$ is the Hall mobility. It is the mean of $\mu_1$ and $\mu_2$ with weights $n_i\mu_i/S_1$, which are the shares of the layers in the conductance. The total longitudinal current is $J_x=eS_1E_x$. Therefore

$$R_H=\frac{-\mu_HBE_x}{eS_1E_xB}=-\frac{S_2}{eS_1^2},$$

and the definition of the apparent density gives

$$\boxed{\,n_H=\frac{S_1^2}{S_2}=\frac{(n_1\mu_1+n_2\mu_2)^2}{n_1\mu_1^2+n_2\mu_2^2}\,}$$

Multiplying the two apparent quantities gives $n_H\mu_H=S_1$. The single-layer reading thus reproduces the correct sheet conductance $eS_1$, although it divides it wrongly into a density and a mobility.

### (b) Comparison with the true densities

The difference from the total density is $n-n_H=(nS_2-S_1^2)/S_2$. The two products in the numerator are

$$nS_2=n_1^2\mu_1^2+n_1n_2\mu_1^2+n_1n_2\mu_2^2+n_2^2\mu_2^2,$$

$$S_1^2=n_1^2\mu_1^2+2n_1n_2\mu_1\mu_2+n_2^2\mu_2^2.$$

The squared terms cancel, and the mixed terms form a complete square:

$$n-n_H=\frac{n_1n_2(\mu_1-\mu_2)^2}{n_1\mu_1^2+n_2\mu_2^2}.$$

Within this model the deficit is positive whenever both layers are occupied and their mobilities differ. It vanishes for equal mobilities, when the electrons respond as one population.

For the comparison with the fast layer alone, the same expansion gives

$$S_1^2-n_1S_2=2n_1n_2\mu_1\mu_2+n_2^2\mu_2^2-n_1n_2\mu_2^2,$$

$$n_H-n_1=\frac{n_2\mu_2\,(2n_1\mu_1+n_2\mu_2-n_1\mu_2)}{S_2}.$$

The bracket equals $n_1\mu_1+n_1(\mu_1-\mu_2)+n_2\mu_2$, a sum of positive terms. The apparent density therefore lies between the density of the fast layer and the total:

$$n_1<n_H<n_1+n_2.$$

No similar lower bound holds for the slow layer: $n_H$ can be smaller than $n_2$, as it is in the example below.

To see how $n_H$ moves between its bounds, keep the densities fixed and set $r=\mu_2/\mu_1$. Then

$$n_H=\frac{(n_1+n_2r)^2}{n_1+n_2r^2},$$

$$\frac{d\ln n_H}{dr}=\frac{2n_2}{n_1+n_2r}-\frac{2n_2r}{n_1+n_2r^2}
=\frac{2n_1n_2(1-r)}{(n_1+n_2r)(n_1+n_2r^2)}.$$

This is positive for $0<r<1$, so $n_H$ rises steadily from $n_1$ at $r\to0$ to $n$ at $r=1$. For small $r$, expansion to first order gives $n_H\approx n_1+2n_2r$. The slow layer is thus nearly invisible to the Hall measurement when $n_2r\ll n_1$, that is, when it conducts much less than the fast layer. It may still hold more electrons.

**When the relaxation time depends on energy.** The mobility $\mu_i$ is then set by the mean relaxation time $\langle\tau\rangle$ of the layer, while the transverse response contains the mean of $\tau^2$. Both means are transport averages: in two dimensions the weight is $\varepsilon\,(-\partial f_0/\partial\varepsilon)$, with $\varepsilon$ the kinetic energy and $f_0$ the Fermi function. The factor $\mu_i^2$ becomes $r_i\mu_i^2$, where $r_i=\langle\tau^2\rangle/\langle\tau\rangle^2$ is the Hall factor of an isotropic layer with a fixed effective mass. The apparent density is then $S_1^2/(r_1n_1\mu_1^2+r_2n_2\mu_2^2)$. A mean square is never smaller than the square of the mean, so $r_i\ge1$, and the Hall factors can only lower $n_H$. The upper bound $n_H<n$ survives, but the lower bound can fail: for $\mu_2\to0$ the apparent density tends to $n_1/r_1$, which is below $n_1$ if $r_1>1$.

### (c) The forces behind the deficit

For $E_x>0$ the electrons drift toward $-x$, and the magnetic force pushes them toward $-y$. The Hall field $E_y=-\mu_HBE_x$ is negative, so its force on an electron points toward $+y$. In layer $i$ the two forces have the sizes

$$\text{magnetic: } e\mu_iBE_x,\qquad \text{electric: } e\mu_HBE_x.$$

In a single layer they would be equal. Here one common field must serve two drift speeds. Since $\mu_H$ is a weighted mean, $\mu_2<\mu_H<\mu_1$. The Hall field is too weak to hold back the fast electrons and too strong for the slow ones.

Inserting $E_y$ in the transverse current of layer 1 gives the current that remains:

$$J_{1y}=en_1\mu_1(\mu_1-\mu_H)BE_x=-J_{2y}.$$

Current flows toward $+y$ in the fast layer and toward $-y$ in the slow one, and the loop closes near the edges. This is why the layers must be able to exchange charge there.

The deficit follows from how each layer is weighted. An electron contributes to the conductance in proportion to $\mu$. Its contribution to the uncompensated transverse current is proportional to $\mu^2$: one factor comes from its drift speed, which sets the magnetic force, and the other from its response to that force. Fast electrons therefore count for more in the Hall signal than in the conductance. Compare $\mu_H$ with the mean drift mobility per electron, $\bar\mu=S_1/n$:

$$\mu_H-\bar\mu=\frac{nS_2-S_1^2}{nS_1}=\frac{n_1n_2(\mu_1-\mu_2)^2}{nS_1}>0.$$

Both pairs must give the same conductance, $n_H\mu_H=n\bar\mu$, so

$$\frac{n_H}{n}=\frac{\bar\mu}{\mu_H}<1.$$

The overestimate of the mobility and the underestimate of the density are the same error seen twice.

### (d) Numbers

The two sums are

$$S_1=(8+2)\times10^{15}=1.0\times10^{16}\ \text{(V s)}^{-1},$$

$$S_2=(64+2)\times10^{18}=6.6\times10^{19}\ \text{cm}^2/\text{(V s)}^2.$$

The fast layer holds one third of the electrons. It carries 80% of the conductance and supplies 97% of $S_2$. The apparent density is

$$n_H=\frac{(1.0\times10^{16})^2}{6.6\times10^{19}}=1.515\times10^{12}\ \text{cm}^{-2}=1.515\times10^{16}\ \text{m}^{-2}.$$

The true total is $3\times10^{12}$ cm$^{-2}$, so the measurement reports 51% of the electrons. The deficit formula gives the missing part directly:

$$n-n_H=\frac{(2\times10^{24})(7000)^2}{6.6\times10^{19}}=1.485\times10^{12}\ \text{cm}^{-2}.$$

The apparent density is even below the $2\times10^{12}$ cm$^{-2}$ of the slow layer. It is also not the density of the fast layer, which it exceeds by about half.

The Hall mobility is $\mu_H=S_2/S_1=6600$ cm$^2$/(V s), while the mean drift mobility is $\bar\mu=S_1/n=3333$ cm$^2$/(V s). Their ratio, $3333/6600=0.505$, agrees with $n_H/n$.

The measured resistances follow from $S_1$ and $n_H$. The sheet resistance is $1/(eS_1)=624\ \Omega$, and the size of the Hall resistance is $B/(en_H)=41.2\ \Omega$. Nothing in these two values reveals a second layer. They fix only $S_1$ and $S_2$, whereas the structure has four unknowns.

For the circulating current, a mobility of 1 cm$^2$/(V s) equals $10^{-4}$ T$^{-1}$, so $\mu_1-\mu_H=1400$ cm$^2$/(V s) becomes $0.14$ T$^{-1}$:

$$\frac{J_{1y}}{J_x}=\frac{n_1\mu_1}{S_1}(\mu_1-\mu_H)B=0.8\times0.14\times0.1=0.0112.$$

About 1% of the longitudinal current density circulates between the layers.

Varying $\mu_2$ alone shows the rise derived in (b):

| $\mu_2$ in cm$^2$/(V s) | $n_H$ in $10^{12}$ cm$^{-2}$ |
|---|---|
| 10 | 1.005 |
| 100 | 1.050 |
| 1000 | 1.515 |
| 4000 | 2.667 |
| 8000 | 3.000 |

At $\mu_2=100$ cm$^2$/(V s), $r=0.0125$ and the small-$r$ estimate is $1+2\times2\times0.0125=1.05$ in the units of the table, as found. At half the mobility of the fast layer, the deficit has shrunk to 11% of the total.

## Variation 1: the worst division of the electrons

*The mobilities and the total density are fixed, but the electrons may be divided between the layers at will. How small can $n_H/n$ become?*

Let $f=n_1/n$ be the fraction in the fast layer. Write $m=f\mu_1+(1-f)\mu_2$ for the mean mobility and $q=f\mu_1^2+(1-f)\mu_2^2$ for the mean square. Then $S_1=nm$, $S_2=nq$ and $n_H/n=m^2/q$.

Each electron has mobility $\mu_1$ or $\mu_2$, so $(\mu-\mu_1)(\mu-\mu_2)=0$ for every one of them. Averaging this over all electrons, with $s=\mu_1+\mu_2$ and $p=\mu_1\mu_2$, gives

$$q-sm+p=0\quad\Rightarrow\quad \frac{n_H}{n}=\frac{m^2}{sm-p}.$$

The square $(sm-2p)^2\ge0$ expands to $s^2m^2\ge4p(sm-p)$. Dividing by $s^2(sm-p)$, which is positive because $sm-p=q$, yields

$$\frac{n_H}{n}\ge\frac{4\mu_1\mu_2}{(\mu_1+\mu_2)^2}.$$

Equality requires $m=2p/s$. Since $m=\mu_2+f(\mu_1-\mu_2)$, this means

$$f(\mu_1-\mu_2)=\frac{2\mu_1\mu_2}{s}-\mu_2=\frac{\mu_2(\mu_1-\mu_2)}{s}
\quad\Rightarrow\quad f=\frac{\mu_2}{\mu_1+\mu_2}.$$

At this division $n_1\mu_1=n_2\mu_2$: the loss is greatest when the two layers conduct equally well. With far fewer fast electrons the slow layer dominates both the conductance and the Hall signal, and with far more of them the fast layer does. In either limit $n_H$ returns to $n$.

For 8000 and 1000 cm$^2$/(V s), the worst fraction is $1/9=0.111$ and the smallest ratio is $32/81=0.395$. With these two mobilities and a single relaxation time in each layer, a low-field Hall measurement therefore reports at least 39.5% of the electrons, whatever their division. Hall factors $r_i>1$ lower $n_H$ further and can push it below this floor. The example, with $f=1/3$, reports 51%.

## Variation 2: beyond the low field

*Keep all orders in $B$. How weak must the field be for the result of (a), and what happens when it is strong?*

Solving the two force-balance equations of one layer without dropping terms gives

$$v_{ix}=-\frac{\mu_i(E_x-\mu_iBE_y)}{1+\mu_i^2B^2},\qquad
v_{iy}=-\frac{\mu_i(E_y+\mu_iBE_x)}{1+\mu_i^2B^2}.$$

The total currents are then $J_x=AE_x-CE_y$ and $J_y=CE_x+AE_y$, with

$$A=e\sum_i\frac{n_i\mu_i}{1+\mu_i^2B^2},\qquad C=eB\sum_i\frac{n_i\mu_i^2}{1+\mu_i^2B^2}.$$

From $J_y=0$ follow $E_y=-(C/A)E_x$ and $J_x=(A^2+C^2)E_x/A$, so that

$$n_H(B)=\frac{B(A^2+C^2)}{eC}.$$

The sum of squares is easiest in complex form. Let $\mathrm i$ (upright) be the imaginary unit, while the italic $i$ still numbers the layers. Because $(1+\mathrm i\mu_iB)/(1+\mu_i^2B^2)=1/(1-\mathrm i\mu_iB)$,

$$A+\mathrm iC=e\sum_i\frac{n_i\mu_i}{1-\mathrm i\mu_iB}=e\,\frac{S_1-\mathrm ipBn}{(1-\mathrm i\mu_1B)(1-\mathrm i\mu_2B)}.$$

With $D=(1+\mu_1^2B^2)(1+\mu_2^2B^2)$, the squared modulus is $A^2+C^2=e^2(S_1^2+p^2B^2n^2)/D$. Putting $C$ over the same denominator gives $C=eB(S_2+p^2B^2n)/D$. The factors $D$ cancel in $n_H(B)$, and division by $S_2$ leaves

$$n_H(B)=\frac{S_1^2+p^2B^2n^2}{S_2+p^2B^2n}=\frac{n_H(0)+xn}{1+x},$$

$$x=\left(\frac{B}{B_c}\right)^2,\qquad B_c=\frac{\sqrt{S_2/n}}{\mu_1\mu_2}.$$

The apparent density is a weighted mean of its low-field value and the true total. For $x\ll1$, its error relative to $n_H(0)$ is about $x[n/n_H(0)-1]$, and this must be small for the result of (a) to hold. For $B\gg B_c$ it tends to $n$. Once $\mu_2B\gg1$ as well, the drift velocity in both layers is set by the ratio of electric to magnetic field and no longer by the mobility, so all electrons count equally.

In the example $\sqrt{S_2/n}=4690$ cm$^2$/(V s) and $B_c=5.86$ T. The full solution gives, in $10^{12}$ cm$^{-2}$:

| $B$ in T | $n_H(B)$ |
|---|---|
| 0.1 | 1.516 |
| 1 | 1.557 |
| 5.863 ($B_c$) | 2.258 |
| 20 | 2.882 |
| 100 | 2.995 |

At 0.1 T the low-field formula is good to about 0.03%. At 1 T it is still within 3%, although $\mu_1B=0.8$ is no longer small, because the scale that matters here is $B_c$. At $B_c$ the value lies midway between $n_H(0)$ and $n$.

Within the model of one relaxation time per layer, the field dependence supplies what the low-field data lack. (If $\tau$ depends on energy, even a single layer shows an apparent density that goes from its true density divided by the Hall factor in weak field to its true density in strong field, and the inversion below no longer applies as it stands.) A fit gives $n_H(0)$, $n$ and $B_c$, and the zero-field sheet resistance gives $S_1$. Then $m=S_1/n$, $q=S_1^2/[n\,n_H(0)]$ and $p=\sqrt q/B_c$ are known. The relation $q-sm+p=0$ yields $s=(q+p)/m$, and the mobilities are the roots of $\mu^2-s\mu+p=0$. Here $q=2.2\times10^7$ and $p=8\times10^6$ in cm$^4$/(V s)$^2$, so $s=9000$ cm$^2$/(V s), and the roots are 8000 and 1000 cm$^2$/(V s). Finally, $n_1=n(m-\mu_2)/(\mu_1-\mu_2)=1\times10^{12}$ cm$^{-2}$.

This route needs data at fields comparable with $B_c$, where $\mu_1B_c=4.7$ in the example. Landau quantization can then become visible at low temperature, and the classical formula applies only while thermal or disorder broadening smears it out. The 100 T row of the table merely illustrates the limit of the formula. At that field one spin-resolved Landau level has $eB/h=2.4\times10^{12}$ states per cm$^2$, more than either layer has electrons, and the classical model cannot be relied on for a real structure. The 20 T row calls for caution as well: there $\mu_1B=16$ and $eB/h=4.8\times10^{11}$ cm$^{-2}$, so the fast layer fills only about two spin-resolved levels.

The values used here are listed in the numerical output below.

## Numbers as computed

```
fast layer density n1 = 1.000 x 1e12 cm^-2
slow layer density n2 = 2.000 x 1e12 cm^-2
fast layer mobility mu1 = 8000 cm^2/(V s)
slow layer mobility mu2 = 1000 cm^2/(V s)
measuring field = 0.1 T
mu1*B = 0.080, mu2*B = 0.010 (no unit)
sum n*mu = 1.0000e+16 1/(V s)
sum n*mu^2 = 6.6000e+19 cm^2/(V s)^2
total density = 3.000 x 1e12 cm^-2
apparent Hall density = 1.5152 x 1e12 cm^-2
apparent Hall density = 1.5152e+16 m^-2
deficit = 1.4848 x 1e12 cm^-2
apparent / total = 0.5051
Hall mobility = 6600 cm^2/(V s)
mean drift mobility = 3333.3 cm^2/(V s)
share of conductance in fast layer = 0.800
share of sum n*mu^2 in fast layer = 0.9697
sheet resistance at zero field = 624.15 ohm
size of Hall resistance at 0.1 T, low-field formula = 41.194 ohm
size of Hall resistance at 0.1 T, full solution = 41.182 ohm
J1y/Jx at 0.1 T, first order = 0.01120
J1y/Jx at 0.1 T, full solution = 0.01119
J2y/Jx at 0.1 T, full solution = -0.01119
scan of slow-layer mobility, other inputs fixed:
  mu2 =    10 cm^2/(V s): n_H = 1.0050 x 1e12 cm^-2
  mu2 =   100 cm^2/(V s): n_H = 1.0503 x 1e12 cm^-2
  mu2 =  1000 cm^2/(V s): n_H = 1.5152 x 1e12 cm^-2
  mu2 =  2000 cm^2/(V s): n_H = 2.0000 x 1e12 cm^-2
  mu2 =  4000 cm^2/(V s): n_H = 2.6667 x 1e12 cm^-2
  mu2 =  8000 cm^2/(V s): n_H = 3.0000 x 1e12 cm^-2
lowest apparent/total for these mobilities = 0.3951
  reached at fast fraction = 0.1111
crossover field B_c = 5.863 T
field dependence from the full solution:
  B =   0.100 T: n_H = 1.5156 x 1e12 cm^-2
  B =   1.000 T: n_H = 1.5571 x 1e12 cm^-2
  B =   5.863 T: n_H = 2.2576 x 1e12 cm^-2
  B =  20.000 T: n_H = 2.8825 x 1e12 cm^-2
  B = 100.000 T: n_H = 2.9949 x 1e12 cm^-2
```
